# Onsager Quantization with Berry and Orbital-Moment Phases, and the de Haas–van Alphen Frequency

An electron of charge $-e$ on a closed orbit of an isolated, nondegenerate band, in a field $\mathbf B=B\hat{\mathbf z}$, has its energies fixed by the area $A(E)$ that the orbit encloses in the $k_xk_y$ plane:

$$A(E)=2\pi b\left[n+\frac12-\frac{\gamma+\lambda}{2\pi}\right]+O(b^2),\qquad b=\frac{eB}{\hbar}. \tag{1}$$

Here $\gamma$ is the Berry phase of the orbit and $\lambda$ is a phase due to the orbital magnetic moment. The offset $\frac12-\gamma/2\pi$ holds when $\lambda=0$, or when $A$ is measured on the band shifted by the moment's energy in the field. At fixed chemical potential the grand potential and the magnetization then oscillate in $1/B$ with the frequency

$$F=\frac{\hbar A_{\rm ext}}{2\pi e}, \tag{2}$$

where $A_{\rm ext}$ is an extremal section of the Fermi surface normal to $\mathbf B$. These are SI formulas; in Gaussian units $e$ is replaced by $e/c$. Loops are traversed counterclockwise as seen from $+\mathbf B$, for electron and hole pockets alike.

The derivation starts from the crystal Hamiltonian $(\mathbf p+e\mathbf A)^2/2m+V(\mathbf r)$. Without a field, the cell-periodic part $u$ of a Bloch function is an eigenfunction of

$$H(\mathbf k)=\frac{(\hbar\mathbf k-i\hbar\nabla_s)^2}{2m}+V(\mathbf s),$$

which acts on periodic functions of $\mathbf s$. With a field, let $\Phi(\mathbf r,\mathbf s)$ be periodic in $\mathbf s$ and put $\Psi(\mathbf r)=\Phi(\mathbf r,\mathbf r)$. The chain rule gives $\nabla\Psi=[(\nabla_r+\nabla_s)\Phi]_{\mathbf s=\mathbf r}$, hence

$$(-i\hbar\nabla+e\mathbf A)\Psi=\big[(\hbar\mathbf K-i\hbar\nabla_s)\Phi\big]_{\mathbf s=\mathbf r},\qquad \mathbf K=-i\nabla_r+\frac{e}{\hbar}\mathbf A(\mathbf r).$$

Applying the rule twice shows that a solution of $H(\mathbf K)\Phi=E\Phi$ yields a solution $\Psi$ of the crystal problem. The field has turned the number $\mathbf k$ into an operator.

Write $\mathbf r=(X,Y,Z)$ and choose $\mathbf A=(0,BX,0)$. Then $K_x=-i\partial_X$, $K_y=-i\partial_Y+bX$ and $[K_x,K_y]=-ib$. For a dependence $e^{i(k_0Y+k_zZ)}$, the operator $K_y$ is multiplication by $q=k_0+bX$. Since $\partial_X=b\,d/dq$,

$$K_x=-ib\frac{d}{dq},\qquad K_y=q,\qquad K_z=k_z .$$

The field strength $b$ plays the part that $\hbar$ plays in one-dimensional quantum mechanics. A small $b$ means $2\pi b\ll A$.

At fixed $k_z$ the Hamiltonian has the form $H(k_x,q)=Ck_x^2+Pk_x+Q(q)$. For the crystal, $C=\hbar^2/2m$ and $P=-i(\hbar^2/m)\partial_{s_x}$. In a few-band model of this same form, such as the examples below, $C$ and $P$ are constant matrices and $Q$ is a matrix function of $q$. This form contains no product $K_xK_y$, so no question of operator order arises; a model with a term in $k_xk_y$ falls outside it and needs an ordering rule of its own. Insert

$$\psi=e^{iS(q)/b}(a_0+ba_1+\dots),\qquad \kappa=S'(q),$$

where a prime is the total derivative $d/dq$ along the orbit. Acting on $e^{iS/b}a$, the operator $K_x$ gives $e^{iS/b}(\kappa a-iba')$. A second action gives

$$K_x^2\big(e^{iS/b}a\big)=e^{iS/b}\left[\kappa^2a-ib(2\kappa a'+\kappa'a)-b^2a''\right].$$

With $H_x=\partial H/\partial k_x=2C\kappa+P$ and $H_x'=2C\kappa'$, the Schrödinger equation at orders $b^0$ and $b^1$ reads

$$\big[H(\kappa,q)-E\big]a_0=0,\qquad (H-E)a_1=i\left(H_xa_0'+\tfrac12H_x'a_0\right). \tag{3}$$

The first equation says that $(\kappa,q)$ lies on the contour $\varepsilon(\kappa,q)=E$ and that $a_0=\alpha(q)u$, with $u$ the normalized band state. Projecting the second on $u$ removes its left side:

$$w\alpha'+\left(\langle u|H_x|u'\rangle+\tfrac12\langle u|H_x'|u\rangle\right)\alpha=0,\qquad w=\langle u|H_x|u\rangle .$$

Because $H_x$ is Hermitian, $w'=\langle u|H_x'|u\rangle+2\,{\rm Re}\langle u|H_x|u'\rangle$. The bracket is therefore $\frac12w'+i\,{\rm Im}\langle u|H_x|u'\rangle$, and

$$\alpha=|w|^{-1/2}e^{i\theta},\qquad \theta'=-\frac{{\rm Im}\langle u|H_x|u'\rangle}{w}. \tag{4}$$

The modulus expresses conservation of current.

To read the phase, differentiate $(H-\varepsilon)u=0$ with respect to $k_x$:

$$(H_x-\partial_x\varepsilon)u+(H-\varepsilon)\partial_xu=0.$$

Projection on $u$ gives $w=\partial_x\varepsilon$. The adjoint equation is $\langle u|H_x=w\langle u|-\langle\partial_xu|(H-\varepsilon)$. Along the orbit $u'=\partial_yu+\kappa'\partial_xu$, and $\langle\partial_xu|(H-\varepsilon)|\partial_xu\rangle$ is real, so

$${\rm Im}\langle u|H_x|u'\rangle=w\,{\rm Im}\langle u|u'\rangle-M,\qquad M={\rm Im}\langle\partial_xu|(H-\varepsilon)|\partial_yu\rangle .$$

Normalization makes $\langle u|u'\rangle$ imaginary, so $-{\rm Im}\langle u|u'\rangle=i\langle u|u'\rangle$. Equation (4) becomes $\theta'=i\langle u|u'\rangle+M/w$. With $u$ single-valued on the loop, one circuit adds $\gamma+\lambda$, where

$$\gamma=\oint i\langle u|\nabla_ku\rangle\cdot d\mathbf k,\qquad \lambda=\oint\frac{M\,dk_y}{\partial\varepsilon/\partial k_x}=\oint\frac{M\,d\ell}{\hat{\mathbf n}\cdot\nabla_k\varepsilon}. \tag{5}$$

In the last form $d\ell$ is arc length and $\hat{\mathbf n}$ the outward normal. It follows from $dk_y=\hat n_x\,d\ell$ and $\partial_x\varepsilon=\hat n_x\,(\hat{\mathbf n}\cdot\nabla_k\varepsilon)$, and it shows that the integral stays finite where $\partial_x\varepsilon=0$. A change of the phase of $u$ can alter $\gamma$ by a multiple of $2\pi$, which relabels $n$ and moves no level.

The amplitude $|w|^{-1/2}$ diverges at the two turning points of a convex orbit, where $q$ is largest or smallest. There one passes to the conjugate function $\tilde\psi(\kappa)=\int dq\,e^{-i\kappa q/b}\psi(q)$. Its integrand has stationary phase where $S'(q)=\kappa$, and the Gaussian integral about that point supplies the factor

$$\sqrt{\frac{2\pi b}{|\kappa'|}}\;e^{i(\pi/4)\,{\rm sgn}\,\kappa'} .$$

On the contour $\kappa'=-\partial_y\varepsilon/\partial_x\varepsilon$. The product $|w|^{-1/2}|\kappa'|^{-1/2}$ is then $|\partial_y\varepsilon|^{-1/2}$, which is regular at the turning point, so $\tilde\psi$ passes through it smoothly. Going counterclockwise over the top of the loop, $\kappa$ falls while $q$ rises, and then both fall: $\kappa'$ changes from negative to positive. If $\phi_1$ and $\phi_2$ are the phases of $\psi$ before and after the passage, continuity of $\tilde\psi$ requires

$$\phi_1-\frac{\pi}{4}=\phi_2+\frac{\pi}{4},\qquad \phi_2=\phi_1-\frac{\pi}{2}.$$

At the bottom $\kappa'$ again changes from negative to positive, with the same result. The argument uses the shape of the loop and not the direction of motion, so it serves electrons and holes. On a nonconvex loop, extra turning points come in pairs with opposite contributions.

The dynamical phase of a circuit is $\frac1b\oint k_x\,dk_y=A/b$. The wave function must return to itself:

$$\frac Ab+\gamma+\lambda-\pi=2\pi n .$$

Solved for $A$, this is (1). The omitted terms in the phase are of order $b$ at fixed energy. The expansion fails near a saddle point of $\varepsilon$, where $\nabla_k\varepsilon$ vanishes on the orbit and turning points merge, and when tunnelling to another orbit or band is appreciable. Open orbits give no such closure condition.

The phase $\lambda$ can be absorbed into the energy. On the band $\tilde\varepsilon=\varepsilon-bM$, the contour $\tilde\varepsilon=E$ is the set where $\varepsilon=E+bM$. It lies outside the old contour by $bM/(\hat{\mathbf n}\cdot\nabla_k\varepsilon)$ to first order, so its area is larger by

$$\delta A=\oint\frac{bM\,d\ell}{\hat{\mathbf n}\cdot\nabla_k\varepsilon}=b\lambda,\qquad \tilde A(E)=A(E)+b\lambda=2\pi b\left[n+\frac12-\frac{\gamma}{2\pi}\right]. \tag{6}$$

Since $bM=(eM/\hbar)B$, the shift is the energy $-m_zB$ of a magnetic moment $m_z=eM/\hbar$, which comes from the internal circulation of the Bloch state. If $H(\mathbf k)$ is a real matrix in a basis independent of $\mathbf k$, on and near the orbit, $u$ can be chosen real locally. Then $M=0$, and $\gamma$ is $0$ or $\pi$ modulo $2\pi$. A spin Zeeman term $bW$ added to $H$ shifts the energy by $b\langle u|W|u\rangle$, so to this order it replaces $M$ by $M-\langle u|W|u\rangle$.

The massive Dirac band shows both phases at work. Let $H=\hbar v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z$ with $\Delta>0$. The upper band is $E=\sqrt{\Delta^2+\hbar^2v^2k^2}$, with $u=(\cos\frac\vartheta2,\ \sin\frac\vartheta2\,e^{i\varphi})$, $\cos\vartheta=\Delta/E$ and $\varphi$ the angle of $\mathbf k$. Hence

$$\gamma=\int_0^{2\pi}i\langle u|\partial_\varphi u\rangle\,d\varphi=-2\pi\sin^2\frac\vartheta2=-\pi\left(1-\frac\Delta E\right).$$

On the lower state $H-E$ equals $-2E$. The upper state contributes nothing to $M$, and $\langle\partial_xu|u\rangle\langle u|\partial_yu\rangle$ is real, so $M=-2E\,{\rm Im}\langle\partial_xu|\partial_yu\rangle=E\,\mathcal B$. Here $\mathcal B=-2\,{\rm Im}\langle\partial_xu|\partial_yu\rangle$ is the curl of the Berry connection. From $\gamma(k)=2\pi\int_0^k\mathcal B\,k_1dk_1$ and $dE/dk=\hbar^2v^2k/E$,

$$\mathcal B=\frac{1}{2\pi k}\frac{d\gamma}{dk}=-\frac{\hbar^2v^2\Delta}{2E^3},\qquad \lambda=\frac{2\pi k\,M}{dE/dk}=\frac{2\pi E^2\mathcal B}{\hbar^2v^2}=-\frac{\pi\Delta}{E}.$$

The sum $\gamma+\lambda=-\pi$ does not depend on energy. Equation (1) gives $\pi k^2=2\pi b(n+1)$, that is, $E_n^2=\Delta^2+2\hbar^2v^2b(n+1)$. The operator problem agrees: $H^2=\Delta^2+\hbar^2v^2(K_x^2+K_y^2+b\sigma_z)$, and $K_x^2+K_y^2$ is an oscillator with eigenvalues $b(2N+1)$. The unpaired state $N=0$ with spin down has energy $-\Delta$ and belongs to the lower band, so the upper series starts at $n=0$ as written. At $E=2\Delta$ each phase is $-\pi/2$, and the Berry phase alone would give half of the required shift.

For thermodynamics one needs the number of states per level. At zero field a unit area of the plane holds $1/(2\pi)^2$ states per unit $k$-space area, and successive levels are separated by $2\pi b$. Each level therefore holds $b/2\pi$ states per unit area, one per flux quantum $h/e$. The same count follows from $q=k_0+bX$: a sample of width $L_X$ admits a range $bL_X$ of $k_0$, in steps $2\pi/L_Y$.

Let $\Gamma=\gamma+\lambda$ and define, at each $k_z$, the continuous index

$$X(E,k_z)=\frac{A(E,k_z)}{2\pi b}+\frac{\Gamma}{2\pi},\qquad X(E_n,k_z)=n+\frac12 .$$

From here on $X$ denotes this index. For independent electrons in an electron pocket, the zero-temperature grand potential per volume is

$$J=\frac{b}{2\pi}\int\frac{dk_z}{2\pi}\sum_n(E_n-\mu)\,\Theta(\mu-E_n).$$

The comb of delta functions at $X=n+\frac12$ has the Fourier series $\sum_pe^{2\pi ip(X-1/2)}$. The sum over $n$ thus equals a smooth integral plus $2\sum_{p\ge1}(-1)^pI_p$, where, with $X_\mu=X(\mu,k_z)$ and derivatives taken with respect to $X$,

$$I_p=\int_0^{X_\mu}(E-\mu)\cos(2\pi pX)\,dX .$$

Integrate by parts. The first boundary term vanishes at $X_\mu$ because $E=\mu$ there, and the second integration leaves

$$I_p\to\frac{E'(X_\mu)}{(2\pi p)^2}\cos(2\pi pX_\mu),\qquad E'(X_\mu)\simeq\frac{2\pi b}{\partial A/\partial E}\equiv\hbar\omega_c .$$

Terms from the lower limit do not depend on the Fermi-level phase. Further integrations bring higher derivatives of $E$, smaller by powers of $b$. In a hole pocket one counts the empty states instead, which replaces $\partial A/\partial E$ by its modulus.

At temperature $T$, the grand potential of independent electrons is the average of the zero-temperature one over $\mu+\epsilon$ with weight $-df/d\epsilon$, where $f$ is the Fermi function of $\epsilon$. To leading order $X$ changes by $\epsilon/\hbar\omega_c$, so one needs the average of $e^{is\epsilon}$ with $s=2\pi p/\hbar\omega_c$. With $y=e^{\epsilon/k_BT}$ and $\sigma=sk_BT$,

$$\int_0^\infty\frac{y^{i\sigma}\,dy}{(1+y)^2}=\Gamma_{\!E}(1+i\sigma)\,\Gamma_{\!E}(1-i\sigma)=\frac{\pi\sigma}{\sinh\pi\sigma},$$

where $\Gamma_{\!E}$ is Euler's gamma function. The $p$th harmonic is multiplied by $z/\sinh z$, with $z=2\pi^2pk_BT/\hbar\omega_c$.

The integral over $k_z$ remains. Since $X$ contains $A/2\pi b$, the phase turns rapidly with $k_z$ and contributions cancel except where $\partial A/\partial k_z=0$. Near such a section $X\simeq X_0+A''\,\delta k_z^2/(4\pi b)$, where $A''=\partial^2A/\partial k_z^2$, and the Gaussian integral gives

$$\int d\delta k_z\,\cos(2\pi pX)=\sqrt{\frac{2\pi b}{p|A''|}}\,\cos\!\left(2\pi pX_0\pm\frac\pi4\right),$$

with $+$ for a minimum of $A$ and $-$ for a maximum. Collect the factors, use $A_{\rm ext}/2\pi b=F/B$, and absorb $(-1)^p$ as a phase $-\pi p$:

$$J_{\rm osc}=\sum_{\rm ext}\sum_{p\ge1}\frac{b}{2\pi^2}\,\frac{\hbar\omega_c}{(2\pi p)^2}\sqrt{\frac{2\pi b}{p|A''|}}\;\frac{z}{\sinh z}\,\cos\!\left[2\pi p\left(\frac FB-\delta\right)\pm\frac\pi4\right],\qquad \delta=\frac12-\frac{\gamma+\lambda}{2\pi}. \tag{7}$$

This proves (2). The magnetization along the field, $-\partial J/\partial B$ at fixed $\mu$, has the same frequencies; to leading order the derivative acts on $F/B$ and turns the cosine into a sine. The Berry and moment phases enter $\delta$ and leave $F$ unchanged. The $k_z$ step is asymptotic in the change $d$ of $A/2\pi b$ between extremal sections. If $A$ varies as $\cos k_zc$ while $\hbar\omega_c$ and $\Gamma$ are independent of $k_z$, the exact $k_z$ average of the fundamental is proportional to the Bessel function $J_0(\pi d)$. Equation (7) is its leading asymptotic form, and the correction relative to the envelope is of order $1/(8\pi d)$: about 4% at $d=1$ and 1% at $d=5$.

As an example with round parameters, take

$$H=\alpha k^2+\hbar v(k_x\sigma_x+k_y\sigma_y)+(\Delta+\beta k^2)\sigma_z-2t\cos(k_zc),\qquad k^2=k_x^2+k_y^2,$$

with $\hbar v=0.3$ eV nm, $\alpha=0.02$ eV nm², $\beta=0.05$ eV nm², $\Delta=0.1$ eV, $t=0.01$ eV and $c=1$ nm. First leave out the $k_z$ term. The ladder operator $a=(K_x-iK_y)/\sqrt{2b}$ satisfies $[a,a^\dagger]=1$, and $H$ couples oscillator state $n$ with spin up to state $n+1$ with spin down. The diagonal elements are $\Delta+(\alpha+\beta)b(2n+1)$ and $-\Delta+(\alpha-\beta)b(2n+3)$, and the coupling is $\hbar v\sqrt{2b(n+1)}$. With $\kappa_n=2b(n+1)$ the upper eigenvalue is

$$E_n=\alpha\kappa_n-\beta b+\sqrt{\hbar^2v^2\kappa_n+(\Delta+\beta\kappa_n-\alpha b)^2}.$$

At 10 T, $b=0.015193$ nm⁻². For $n=5$, $\kappa_5=12b=0.1823$ nm⁻², and $E_5=0.00365-0.00076+0.16807=0.17096$ eV. The semiclassical levels follow from solving (1) numerically, with the contour found by bisection, $\gamma$ from overlaps of neighbouring states at 720 points on it, and $\lambda$ from a sum over the same points. In meV:

| $n$ | exact | $\gamma+\lambda$ | $\gamma$ alone | neither |
|---|---|---|---|---|
| 2 | 139.168 | 139.170 | 135.574 | 134.225 |
| 5 | 170.958 | 170.960 | 168.694 | 166.994 |
| 8 | 198.268 | 198.269 | 196.661 | 194.887 |

With both phases the error is below 0.002 meV, while the mean spacing between $n=5$ and $n=8$ is 9.1 meV. Part of this accuracy belongs to the example: for $\alpha=\beta=0$ the model is the massive Dirac band, for which (1) is exact, so the error comes only from the $\alpha$ and $\beta$ terms. Leaving out $\lambda$ but keeping the bare area costs 1.6 to 3.6 meV.

Now restore the $k_z$ term and set $\mu=0.2$ eV. The Fermi surface is a warped cylinder. At $k_z=\pi/c$ the in-plane energy is $\mu-2t=0.18$ eV, which gives the neck, a minimum of $A$. At $k_z=0$ it is $0.22$ eV, which gives the belly, a maximum. The areas are 0.6538 and 1.1013 nm⁻². Since $\hbar/2\pi e=104.76$ T nm²,

$$F_{\rm neck}=104.76\times0.6538=68.5\ {\rm T},\qquad F_{\rm belly}=104.76\times1.1013=115.4\ {\rm T},$$

or $6.85\times10^5$ and $1.154\times10^6$ G. The slopes $\partial A/\partial E$ are 10.223 and 12.136 nm⁻² eV⁻¹. With $2\pi b=0.09546$ nm⁻² at 10 T, they give $\hbar\omega_c=9.34$ and $7.87$ meV. The offsets are

$$\delta_{\rm neck}=0.5+0.186+0.212=0.898,\qquad \delta_{\rm belly}=0.5+0.224+0.158=0.882 .$$

The grand potential of the conduction band can also be summed directly from $E_n-2t\cos(k_zc)$, without (1) or (7). This was done at 5 K for 400 fields from 4 to 12 T, equally spaced in $1/B$, and a fifth-degree polynomial in $B$ was fitted and subtracted. After division by $B^{5/2}$, the power of $B$ in the prefactor of (7), and multiplication by a Hann window, the two strongest Fourier peaks in $1/B$ lie at 68.5 and 115.4 T. Equation (7), with the same kind of polynomial removed, differs from the direct sum by 1.4% in root mean square, relative to the oscillating signal. With $\lambda$ omitted the relative difference is 1.15, and with both phases omitted it is 1.87. The rough size of these numbers follows from the fundamental: two equal cosines displaced by a phase $\chi$ differ by $2|\sin(\chi/2)|$ in relative root mean square. Omitting $\lambda$ gives 1.24 for the neck and 0.95 for the belly; omitting both phases gives 1.90 and 1.86. The frequencies can thus be right while the phase of the oscillation is badly wrong. These offsets belong to a single valley, and the model taken alone breaks time reversal. In a crystal with time-reversal symmetry, an orbit of a nondegenerate band either maps onto itself, which forces $\lambda=0$ and $\gamma=0$ or $\pi$, or has a partner of equal area with the opposite $\gamma+\lambda$. The two terms of (7) then add to $2\cos[p(\gamma+\lambda)]\cos[2\pi p(F/B-\frac12)\pm\frac\pi4]$, so $\gamma+\lambda$ sets the amplitude and sign of each harmonic instead of a continuous phase. For this model and its partner the factor of the fundamental is $-1.60$ at the neck and $-1.48$ at the belly, and the apparent offset is $0$ at both.

Numbers in the example were calculated in double precision.
